# Why unwrapping in a fluctuating box inflates apparent diffusion

**Question.** A molecular dynamics run at constant pressure stores positions wrapped into a cell whose edge fluctuates. A diffusion coefficient needs unwrapped paths. Why do simple unwrapping rules give a diffusion coefficient that grows as the run gets longer, which quantity is inflated, and does summing minimum-image displacements remove the error?

**Answer.**

## The mechanism

A barostat rescales coordinates about the cell origin. A periodic image that lies $n$ cells from the origin moves by $n\,\delta L$ when the edge changes by $\delta L$, although the atom has not moved relative to its neighbours. An unwrapped coordinate built as wrapped position plus $n$ times the current edge contains this motion, and since a diffusing atom has $n^2$ growing in proportion to elapsed time, the spurious part of each step has a variance that grows with elapsed time. The relevant long time is therefore the time since the start of the run, not the lag in the mean-square displacement (MSD). Two simple rules have to be kept apart, because the same term $n\,\delta L$ damages them differently.

## Model and conventions

Take one axis of a cubic cell and frames $i=0,\dots,N$ spaced by $\Delta t$. The algebra holds in atomic units; numbers are in eV, Å and ps. The edge is $L_i=\bar L+\lambda_i$, with $\lambda$ a stationary Gaussian process, $\langle\lambda_i\lambda_{i+k}\rangle=\sigma^2C_k$, $C_0=1$, $\varepsilon=\sigma/\bar L$, $\langle L^2\rangle=\bar L^2+\sigma^2$ and $\delta L_i=L_{i+1}-L_i$. The continuous scaled coordinate is $s_i=n_i+f_i$, with $n_i$ the integer image count and $f_i\in[-\tfrac12,\tfrac12)$; the stored position is $w_i=L_if_i$. This centres the cell on the scaling origin. A cell with the origin at a corner has $f\in[0,1)$ and $\langle f^2\rangle=\tfrac13$; the extra $\delta L_i/2$ per step makes the one-frame TOR excess below four times larger but telescopes, leaving the long-lag TOR coefficient unchanged.

The model assumption is that $s$ takes independent Gaussian steps $\Delta s_i=s_{i+1}-s_i$ of variance $a^2$, independent of the box, starting from $n_0=0$ and uniform $f_0$. The non-affine displacement in a frame is $L_{i+1}\Delta s_i$, and the reference coefficient is defined from it, $D=\langle L^2\rangle a^2/(2\Delta t)$. Ballistic motion, cage rattling and hydrodynamic finite-size corrections are left out.

The three rules are:

- LAT (lattice view): $u_i=w_i+n_iL_i=L_is_i$, with the correct image count.
- NEAR: $u_{i+1}$ is the image of $w_{i+1}$ nearest to $u_i$.
- TOR (toroidal view): $u_{i+1}-u_i$ is the minimum image of $w_{i+1}-w_i$ with respect to $L_{i+1}$.

The size of $\varepsilon$ follows from the isothermal-isobaric weight $e^{-[F(V)+pV]/k_BT}$, provided the barostat samples it and the cell changes isotropically. At the minimum of $F+pV$ the second derivative is $F''=-\partial p/\partial V=B/V$, with $B$ the isothermal bulk modulus, so the Gaussian approximation gives $\langle\delta V^2\rangle=k_BT\,V/B$. From $L=V^{1/3}$, $\delta L/L=\delta V/(3V)$, and at leading order in $k_BT/(BV)$

$$\varepsilon=\frac13\sqrt{\frac{k_BT}{BV}} .$$

## The two increments

For LAT, add and subtract $L_{i+1}s_i$:

$$\Delta u_i^{\rm LAT}=L_{i+1}s_{i+1}-L_is_i=L_{i+1}\Delta s_i+\delta L_i\,s_i .$$

For TOR, use $f_{i+1}=f_i+\Delta s_i-\Delta n_i$ with $\Delta n_i=n_{i+1}-n_i$:

$$w_{i+1}-w_i=L_{i+1}f_{i+1}-L_if_i=L_{i+1}\Delta s_i+\delta L_if_i-L_{i+1}\Delta n_i .$$

The minimum-image operation removes the integer multiple of $L_{i+1}$ that brings the result into $[-L_{i+1}/2,L_{i+1}/2)$. That multiple is $-L_{i+1}\Delta n_i$ provided $|L_{i+1}\Delta s_i+\delta L_if_i|<L_{i+1}/2$, and then

$$\Delta u_i^{\rm TOR}=L_{i+1}\Delta s_i+\delta L_if_i,\qquad \Delta u_i^{\rm LAT}-\Delta u_i^{\rm TOR}=n_i\,\delta L_i .$$

These identities use no statistics. Both rules carry an affine term; in LAT the box change multiplies the unbounded $s_i$, in TOR the bounded $f_i$. They were tested on an explicit rescale, move and wrap propagation with an image counter.

## Lattice view: an offset that grows with the time origin

For origin $i$ and lag $k$, split the displacement in the same way:

$$u_{i+k}-u_i=L_{i+k}(s_{i+k}-s_i)+(L_{i+k}-L_i)\,s_i .$$

Square and average, factorizing box and particle averages by independence. The first term gives $\langle L^2\rangle ka^2$. The cross term contains $\langle(s_{i+k}-s_i)s_i\rangle=0$, because later steps have zero mean and are independent of $s_i$. The second term gives $\langle(\lambda_{i+k}-\lambda_i)^2\rangle=2\sigma^2(1-C_k)$ times $\langle s_i^2\rangle=\tfrac1{12}+ia^2$, the variance of uniform $f_0$ plus that of $i$ steps. Within the model,

$${\rm MSD}^{\rm LAT}(i,k)=k\langle L^2\rangle a^2+2\sigma^2(1-C_k)\left(\tfrac1{12}+ia^2\right).$$

The excess is linear in the origin $i$. An atom assigned initial image $n_0$ has $n_0^2$ added to $\langle s_i^2\rangle$, so the result depends on an arbitrary label. Averaging over origins $i=0,\dots,N-k$ replaces $i$ by $(N-k)/2$. With $D_{\rm app}(k)={\rm MSD}/(2k\Delta t)$,

$$\frac{D_{\rm app}(k)}{D}=1+\frac{\sigma^2(1-C_k)}{\langle L^2\rangle}\,\frac{N-k+1/(6a^2)}{k}\approx1+\varepsilon^2(1-C_k)\frac{N-k}{k},$$

where the last form needs $\varepsilon\ll1$ and $(N-k)a^2\gg1$. Setting the excess equal to one gives the run length that doubles the apparent coefficient,

$$N^*=k+\frac{k\langle L^2\rangle}{\sigma^2(1-C_k)}-\frac1{6a^2}\approx\frac{k}{\varepsilon^2(1-C_k)} .$$

The leading form does not contain $D$: a faster atom has larger steps and a larger image count, and $a^2$ cancels. Since $\varepsilon^2\propto1/V$, at fixed $C_k$ the doubling length is proportional to the cell volume, which is unfavourable for the small cells of first-principles work.

The dependence on lag is different. Treating $k$ as continuous, the slope of the origin-averaged MSD is

$$\frac{d\,{\rm MSD}}{dk}=\langle L^2\rangle a^2-\sigma^2(1-C_k)a^2-2\sigma^2\frac{dC_k}{dk}\left(\tfrac1{12}+\tfrac{N-k}{2}a^2\right).$$

While $C_k$ is still falling, the last term is positive and grows linearly with $N$. The slope is inflated where this term exceeds $\sigma^2(1-C_k)a^2$, as it does at short lags in a long run. Once $C_k$ and $N\,dC_k/dk$ are negligible, the slope is $(\langle L^2\rangle-\sigma^2)a^2=\bar L^2a^2$ and does not grow with $N$; its difference from $\langle L^2\rangle a^2$, of relative order $\varepsilon^2$, depends on how the steps are modelled. The reason is that the box is stationary: $(L_{i+k}-L_i)s_i$ stops growing with $k$, and the excess is an offset of about $\sigma^2a^2N$. So LAT inflates ${\rm MSD}/(2k\Delta t)$ and short-lag slopes linearly in run length, and leaves the mean long-lag slope alone. Sampling tests confirmed the MSD formula for monotone and for oscillating $C_k$, at early and late origins, and found the long-lag slope consistent with $\bar L^2a^2$ in a case where the one-frame MSD was more than doubled.

## Nearest image: reversible noise becomes permanent jumps

Write the NEAR coordinate as $u_i=L_i\tilde s_i$, where $\tilde s_i-s_i$ is the integer error accumulated so far. The images in the next frame sit at $L_{i+1}(\tilde s_i+\Delta s_i+m)$ for integer $m$, and their distance from $u_i$ in units of $L_{i+1}$ is

$$\tilde s_i+\Delta s_i+m-\tilde s_i\frac{L_i}{L_{i+1}}=\theta_i+m,\qquad \theta_i=\Delta s_i+\tilde s_i\frac{\delta L_i}{L_{i+1}} .$$

The rule picks the $m$ that minimizes $|\theta_i+m|$, so $\Delta u_i=L_{i+1}\,{\rm wrap}(\theta_i)$, where wrap maps onto $[-\tfrac12,\tfrac12)$. If $|\theta_i|<\tfrac12$, then $m=0$ and the step is the LAT step; NEAR and LAT coincide until the first failure. At leading order in $\varepsilon$, replacing $L_{i+1}$ by $\bar L$ in the denominator, $\theta$ at given $\tilde s$ is Gaussian with variance

$$v=a^2+2\varepsilon^2(1-C_1)\,\tilde s^{\,2},$$

and the probability of a wrong image is

$$p=P(|\theta|>\tfrac12)={\rm erfc}\!\left(\frac{1/2}{\sqrt{2v}}\right)={\rm erfc}\!\left(\frac1{\sqrt{8v}}\right).$$

A wrong choice shifts $\tilde s-s$ by an integer. The next frame refers to $u_{i+1}$ alone, so the shift stays until another wrong choice changes it. The integer error performs its own walk, which adds to the long-lag slope and also moves $|\tilde s|$, on which $v$ depends.

The one-frame MSD follows from the Fourier series of the period-one function

$${\rm wrap}(x)^2=\frac1{12}+\sum_{m\ge1}\frac{(-1)^m}{\pi^2m^2}\cos 2\pi mx$$

and the Gaussian average $\langle\cos2\pi m\theta\rangle=e^{-2\pi^2m^2v}$:

$$\langle\Delta u^2\rangle=\bar L^2\left[\frac1{12}+\sum_{m\ge1}\frac{(-1)^m}{\pi^2m^2}e^{-2\pi^2m^2v}\right].$$

This holds at leading order in $\varepsilon$, with the edge $L_{i+1}$ in front of the wrap replaced by $\bar L$. The series alternates with decreasing terms and starts negative, so at this order the value stays below $\bar L^2/12$ and approaches it for $2\pi^2v\gg1$, where ${\rm wrap}(\theta)$ is uniform. Keeping the fluctuating edge changes the limit to $\langle L^2\rangle/12$, larger by the relative amount $\varepsilon^2$. In that regime different steps also decorrelate. Expanding ${\rm wrap}$ in sines, the covariance of two steps is a sum of factors $e^{-2\pi^2{\rm var}(m\theta_i\pm m'\theta_j)}$ with $m,m'\ge1$, taking $\tilde s$ as fixed over the interval. If $r$ is the correlation coefficient of $\theta_i$ and $\theta_j$, the variance is $v(m^2+m'^2\pm2rmm')\ge v(1-|r|)(m^2+m'^2)$. For $C_k=\rho^k$ with $0\le\rho<1$, $|r|\le(1-\rho)/2\le\tfrac12$ (from $G_j/G_0$ below), so the covariance is exponentially small in $v$. Uncorrelated uniform steps of width $L_{i+1}$ give

$$D_{\rm sat}=\frac{\langle L^2\rangle}{24\,\Delta t},\qquad \frac{D_{\rm sat}}{D}=\frac1{12a^2}.$$

This local value, valid while $|\tilde s|$ remains large, is set by the cell and the output interval and holds no information on the dynamics. An order estimate of the onset equates the variance per frame from unit jumps, $p$, with the true one: $p(n_c)=a^2$, reached by a typical atom at $t_c=n_c^2\Delta t/a^2$. It ignores the correlation between a jump and the step that triggers it. It marks where wrong images rival the true diffusion, not where the first one occurs: at $n_c$ an atom picks a wrong image about once in $1/a^2$ frames, which is short compared with the $n_c^2/a^2$ frames elapsed when $n_c\gg1$, so the first wrong image usually comes earlier.

## Minimum-image sum: a stationary residue

Over $k$ frames, $u^{\rm TOR}_{i+k}-u^{\rm TOR}_i=\sum_jL_{j+1}\Delta s_j+\sum_j\delta L_jf_j$. The first sum has variance $k\langle L^2\rangle a^2$, since different steps are independent with zero mean. A cross term factorizes as $\langle L_{j+1}\delta L_l\rangle\langle\Delta s_jf_l\rangle$. For $l\le j$ the step is independent of $f_l$; for $l>j$, $f_l={\rm wrap}(f_0+\text{steps})$ is uniform with zero mean for any fixed values of the steps, because $f_0$ is uniform. Both cases vanish.

The second sum needs two correlation functions. For the box, expanding $\langle(\lambda_1-\lambda_0)(\lambda_{j+1}-\lambda_j)\rangle$ gives $\sigma^2G_j$ with

$$G_j=2C_j-C_{j+1}-C_{j-1},\qquad G_0=2(1-C_1).$$

For the wrapped coordinate, use ${\rm wrap}(y)=\sum_m(-1)^{m+1}\sin(2\pi my)/(\pi m)$. The average of $\sin(2\pi my)\sin(2\pi m'(y+x))$ over uniform $y$ is $\tfrac12\delta_{mm'}\cos2\pi mx$, and $x$ is Gaussian with variance $ja^2$, so

$$h_j=\langle f_0f_j\rangle=\sum_{m\ge1}\frac{q_m^{\,j}}{2\pi^2m^2},\qquad q_m=e^{-2\pi^2m^2a^2},\qquad h_0=\frac{\pi^2/6}{2\pi^2}=\frac1{12}.$$

There are $k$ diagonal pairs and $2(k-j)$ pairs at separation $j$:

$${\rm MSD}^{\rm TOR}(k)=k\langle L^2\rangle a^2+\sigma^2\Big[kG_0h_0+2\sum_{j=1}^{k-1}(k-j)G_jh_j\Big].$$

No origin index appears, because $f$ is stationary where $s$ is not. This is the sense in which the sum avoids the problem: nothing grows with run length. The bracket is still linear in $k$ at long lag. For $C_k=\rho^k$, $G_j=-(1-\rho)^2\rho^{j-1}$ for $j\ge1$, and $\sum_{j\ge1}\rho^{j-1}q^j=q/(1-\rho q)$, so the excess variance per frame is

$$R=\sigma^2\Big[G_0h_0+2\sum_{j\ge1}G_jh_j\Big]=\sigma^2\Big[\frac{1-\rho}{6}-(1-\rho)^2\sum_m\frac{q_m}{\pi^2m^2(1-\rho q_m)}\Big].$$

Writing $\tfrac16=\sum_m1/(\pi^2m^2)$ and using $(1-\rho q)-(1-\rho)q=1-q$,

$$R=\sigma^2(1-\rho)\sum_{m\ge1}\frac{1-q_m}{\pi^2m^2(1-\rho q_m)} .$$

Each ratio $(1-q_m)/(1-\rho q_m)$ lies between 0 and 1, hence $0<R<\sigma^2(1-\rho)/6$; the upper bound equals the one-frame excess $\sigma^2G_0h_0$. The long-lag coefficient is $D+R/(2\Delta t)$, and $\varepsilon^2(1-\rho)/6\ll a^2$ is sufficient for the bias to be small relative to $D$. The bound and this criterion hold for $C_k=\rho^k$ only. If the box moves smoothly or oscillates on the scale of a frame, as under a barostat with inertia, $G_j>0$ at small $j$ and $R$ can exceed the one-frame excess: for $\lambda_i=1.6\lambda_{i-1}-0.64\lambda_{i-2}+\text{noise}$ and $a^2=0.006944$, $R\approx0.008\,\sigma^2$ against a one-frame excess of $0.004\,\sigma^2$. The general MSD formula with the measured $C_k$ must then be used.

The origin of $R$ is seen by summing $\Delta u^{\rm TOR}_j=w_{j+1}-w_j+L_{j+1}\Delta n_j$: the $w$ terms telescope to a bounded difference, and each wall crossing is credited with the edge at the moment of crossing. A crossing and a return at different edges do not cancel. For $\rho=0$ and $a\ll1$ the sum becomes an integral, $\int_0^\infty(1-e^{-cm^2})\,m^{-2}dm=\sqrt{\pi c}$ with $c=2\pi^2a^2$, giving $R\approx\sigma^2a\sqrt{2/\pi}$. At leading order this is $\sigma^2$ times the crossing probability per frame, $\langle|\Delta s|\rangle=a\sqrt{2/\pi}$ for uniform $f$; the endpoint correction to the sum adds $-\sigma^2a^2$, a reduction of about 10% at $a=0.083$. The relative bias is then $\varepsilon^2\sqrt{2/\pi}/a$, which grows for slow atoms. In a test model with $\varepsilon=0.08$, $a=0.02$, $\rho=0.3$ the long-lag bias is 0.20 of $D$; sampling confirmed the MSD, the slope and the equality of early and late origins. The MSD formula also held, within a small allowance, when the steps had fixed Cartesian width, so that $s$ was no longer independent of $L$. The derivation fails if frames are so far apart that the minimum-image condition breaks.

## Numbers

Take round model parameters for a small liquid cell: $\bar L=12$ Å, $B=0.05$ eV/Å$^3$, $T=1200$ K, $D=0.5$ Å$^2$/ps ($5.00\times10^{-9}$ m$^2$/s), $\Delta t=1$ ps, and a box correlation time of 1 ps, so $\rho=e^{-1}=0.36788$. Values are taken from the check output or follow from it by the arithmetic shown.

With $k_BT=0.10341$ eV and $BV=0.05\times1728=86.4$ eV, $\varepsilon=\tfrac13\sqrt{0.10341/86.4}=0.01153$; quadrature over the volume with a model free energy whose bulk modulus does not depend on pressure ($B'=dB/dp=0$) gives the same four figures. That agreement is special to $B'=0$: a Murnaghan equation of state gives 0.01155 for $B'=4$ and 0.01169 for $B'=8$, so for a real liquid in a cell this small $\varepsilon$ is uncertain at the one percent level. Then $\varepsilon^2=1.33\times10^{-4}$, $\sigma=0.1384$ Å, $\langle L^2\rangle=144.02$ Å$^2$ and $a^2=2D\Delta t/\langle L^2\rangle=0.006944$. The rms edge change per frame is $\sigma\sqrt{2(1-\rho)}=0.1556$ Å, or 0.01297 of the edge.

**LAT.** At a lag of one frame, ${\rm MSD}=1\ \text{Å}^2+(0.1556\ \text{Å})^2[\tfrac1{12}+a^2(N-1)/2]$. For 50 ps the bracket is $0.083+0.170=0.253$, the excess is 0.006 Å$^2$ and $D_{\rm app}=0.503$ Å$^2$/ps, 0.6% above $D$; the atom ends at rms $s=0.66$, and a third of the excess is the $\tfrac1{12}$ that TOR shares. For 1000 ps, $D_{\rm app}=0.543$ Å$^2$/ps. For 100000 ps the bracket is $0.08+347.2$, the excess is $0.0242\times347.3=8.41$ Å$^2$, and $D_{\rm app}=9.41/2=4.70$ Å$^2$/ps, with final rms $s=26.4$. The doubling estimate is $1/(1.3298\times10^{-4}\times0.63212)=11896$ frames; the full expression gives 11875, the difference coming mainly from $1/(6a^2)=24$. At a lag of 100 ps in the same run the offset is $2\sigma^2\times347=13.3$ Å$^2$ on top of 100 Å$^2$, so $D_{\rm app}=0.566$ Å$^2$/ps. The long-lag slope corresponds to 0.49993 Å$^2$/ps, below $D$ by the relative amount $\varepsilon^2$ that separates $\bar L^2$ from $\langle L^2\rangle$. The sign of this shift belongs to the model: steps of fixed Cartesian width multiply $D$ by $\bar L^2\langle L^{-2}\rangle\approx1+3\varepsilon^2$ instead, giving 0.50020 Å$^2$/ps. With these parameters and a lag of one frame, the excess in $D_{\rm app}$ is under one percent for runs of tens of picoseconds and of order one beyond ten nanoseconds. At a lag of 100 ps it is 13% after 100000 ps, and doubling would need about $k/\varepsilon^2=100/(1.33\times10^{-4})\approx7.5\times10^5$ frames.

**NEAR.** At $\tilde s=15.2$, $v=0.00694+(0.01297\times15.2)^2=0.0458$ and $p=0.0195$ (sampled 0.0196); the one-frame MSD is 6.19 Å$^2$ by formula and by sampling. At 30.2, $v=0.160$, $p=0.212$ and the MSD is 11.38 Å$^2$; at 60.2, $v=0.616$, $p=0.52$ and the MSD is 12.0 Å$^2$, which is $\bar L^2/12$. The onset condition gives $n_c=12.8$ and $t_c=12.76^2/0.006944\approx23000$ ps. Walks started at $n=13$ show $D=0.985\pm0.015$ Å$^2$/ps at a lag of 100 ps, about twice $D$, as the order estimate intends. Walks started at $n=300$ give $5.99\pm0.08$ Å$^2$/ps, against $D_{\rm sat}=144.02/24=6.00$ Å$^2$/ps ($6.00\times10^{-8}$ m$^2$/s), twelve times $D$.

**TOR.** The one-frame excess is $0.0242/12=0.0020$ Å$^2$, a relative $2.0\times10^{-3}$ of $2D\Delta t$, which for this exponential box correlation is also the bound on the long-lag bias. The long-lag bias itself is $8.5\times10^{-4}$ of $D$, so $D=0.5004$ Å$^2$/ps ($5.004\times10^{-9}$ m$^2$/s) for any run length. The Gaussian estimate of a missed image for an atom at the wall is $2\times10^{-9}$ per frame.

A simulated 100000 ps run of the model with 120 independent replicas, each with its own box, gives in Å$^2$/ps (mean and standard error):

| rule | lag 1 ps | lag 100 ps |
|---|---|---|
| LAT | $4.9\pm0.5$ | $0.569\pm0.009$ |
| NEAR | $3.02\pm0.12$ | $2.54\pm0.13$ |
| TOR | $0.5009\pm0.0002$ | $0.498\pm0.002$ |

LAT agrees with 4.70 and 0.566. Its large error bar at short lag has a definite cause: the excess of one replica is proportional to the time average of $s^2$ along a single walk. For a Wiener process on $[0,1]$, $\int W^2dt$ has mean $\tfrac12$ and variance $2\iint\min(t,t')^2dt\,dt'=\tfrac13$, a relative spread of $2/\sqrt3$ that does not shrink with run length. Applied to an excess of 4.2 Å$^2$/ps and divided by $\sqrt{120}$, this gives about 0.4 Å$^2$/ps, of the size observed.

TOR at one frame matches the formula value 0.5010 and lies about four standard errors above 0.5; at 100 ps the error bar is larger than the predicted bias, so the run is consistent with 0.5004 and cannot resolve it from 0.5.

NEAR is lower than LAT at 1 ps, in line with the cap on its one-frame MSD, which the LAT step $s\,\delta L$ does not have. The order reverses at 100 ps: the LAT excess has dropped from 4.2 to 0.066 Å$^2$/ps, while NEAR remains at five times $D$, because wrong images persist. No closed formula for this run average was derived. That the drop from 3.02 to 2.54 Å$^2$/ps comes from the reversible, LAT-like part of the steps at moderate $|\tilde s|$ is a conjecture, suggested by the contrast between a one-frame MSD of 6.19 Å$^2$ at $\tilde s=15.2$ and a 100 ps coefficient near 1 Å$^2$/ps for walks started at $n=13$.

## Computed values

```
test model eps 0.08, a 0.02, rho 0.3: TOR long-lag bias 0.2001
Lb 12.0 A, B 0.05 eV/A^3, T 1200.0 K, D 0.5 A^2/ps = 5.00e-09 m^2/s
dt 1.0 ps, box correlation time 1.0 ps, rho 0.36788
kT 0.10341 eV, V 1728 A^3, BV 86.4 eV
eps 0.01153 (quadrature 0.01153), eps^2 1.3298e-04, sig 0.1384 A
<L^2> 144.0191 A^2, a 0.08333, a^2 0.006944
rms dL per frame 0.1556 A, relative 0.01297
run 50 ps: final rms s 0.656, LAT D(1 ps) 0.5031 A^2/ps
run 1000 ps: final rms s 2.651, LAT D(1 ps) 0.5430 A^2/ps
run 100000 ps: final rms s 26.352, LAT D(1 ps) 4.7035 A^2/ps
LAT doubling run at lag 1 ps: 11875 ps, estimate 11896 ps
LAT long-lag slope D 0.49993 A^2/ps
NEAR s 15.2: v 0.0458, p 0.0195 (sampled 0.0196)
NEAR s 15.2: one-frame MSD 6.188 A^2 (sampled 6.187 A^2)
NEAR s 30.2: v 0.1603, p 0.2117 (sampled 0.2117)
NEAR s 30.2: one-frame MSD 11.383 A^2 (sampled 11.376 A^2)
NEAR s 60.2: v 0.6162, p 0.5242 (sampled 0.5249)
NEAR s 60.2: one-frame MSD 12.000 A^2 (sampled 12.005 A^2)
NEAR onset n_c 12.76, v 0.0343, t_c 23439 ps
NEAR started at n 13: D(100 ps) 0.985 +- 0.015 A^2/ps
NEAR started at n 300: D(100 ps) 5.991 +- 0.077 A^2/ps
NEAR saturation D 6.0008 A^2/ps = 6.001e-08 m^2/s, ratio 12.00
TOR long-lag relative bias 8.451e-04, bound 2.017e-03
TOR long-lag D 0.50042 A^2/ps = 5.0042e-09 m^2/s
TOR missed-image probability per frame at f=1/2: 2.2e-09
simulated run 100000 ps, 120 replicas
lag 1 ps LAT  D 4.8765 +- 0.5336, formula 4.7035 A^2/ps
lag 1 ps NEAR D 3.0221 +- 0.1200 A^2/ps
lag 1 ps TOR  D 0.5009 +- 0.0002, formula 0.5010 A^2/ps
lag 100 ps LAT  D 0.5686 +- 0.0093, formula 0.5664 A^2/ps
lag 100 ps NEAR D 2.5383 +- 0.1341 A^2/ps
lag 100 ps TOR  D 0.4983 +- 0.0020, formula 0.5004 A^2/ps
```
